The five-frequency model of solute diffusion in fcc crystals

A substitutional solute in an fcc metal moves when a vacancy arrives beside it and the two exchange places. Immediately afterwards the vacancy is still beside the solute, on the side the solute came from, and the easiest next event may be the reverse exchange. A solute with a very low exchange barrier can therefore jump often and travel little. Its diffusivity depends on how the vacancy gets out of this position: by moving around the solute or by leaving it.

**1. Rates and equilibrium**

Let a be the cubic lattice constant. Positions relative to the solute are written in units of a/2, so a nearest neighbour is (1,1,0) and every lattice site has an even coordinate sum. Temperature T is an energy in the algebra (k_B = 1). Each rate below belongs to one specified jump; multiplicities are counted separately.

- w2: exchange of the vacancy with the solute.
- w1: rotation, from one neighbour site of the solute to another.
- w3: dissociation, from the first shell to a site outside it.
- w4: association, the reverse of w3.
- w0: every other vacancy jump.

A vacancy at e = (1,1,0) has twelve possible jumps. One is the exchange. Four are rotations, to (1,0,1), (1,0,−1), (0,1,1) and (0,1,−1). Seven are dissociations, to (2,0,0), (0,2,0), (2,1,±1), (1,2,±1) and (2,2,0).

The model assumes dilute solutes and vacancies, local equilibrium, jumps without memory, binding confined to the first shell, and one common rate w3 for all seven dissociations. Let c_v be the vacancy site fraction far from solutes, and p1 the probability that a given neighbour site of the solute is vacant. Detailed balance across one dissociation link requires p1 w3 = c_v w4, so

p1 = c_v w4/w3.

If the two jumps have equal prefactors and barriers E3 and E4, then w4/w3 = exp[(E3 − E4)/T], and E3 − E4 is the binding energy, positive for attraction. Barriers supplied by separate calculations must satisfy this relation.

**2. From jump directions to a correlation factor**

After n solute jumps s_i, all of length s, the mean square displacement is

⟨R²⟩ = n s² + 2 Σ_{i<j} ⟨s_i·s_j⟩.

For large n, each jump contributes s²(1 + 2 Σ_m ⟨cos θ_m⟩), where θ_m is the angle between a jump and the m-th jump after it. The bracket is the correlation factor f2.

The jump direction is a twofold axis of the crystal, with mirror planes containing it. After a jump s_i the vacancy sits at −s_i from the solute, and this arrangement has the same symmetry. The mean next jump must therefore lie along the axis:

⟨s_{i+1} | s_i⟩ = C s_i,  C = ⟨cos θ_1⟩.

If the vacancy escapes, the next jump is made by another vacancy, which arrives without directional memory and adds zero to this mean. Since the state after a jump is fixed by that jump, the relation can be iterated, giving ⟨cos θ_m⟩ = C^m. For |C| < 1,

f2 = 1 + 2(C + C² + …) = (1 + C)/(1 − C).

**3. First-step analysis**

Let y(r) be the mean displacement of the next solute jump made by a vacancy now at r, counted as zero if the vacancy never exchanges. By the symmetry just used, y(e) = τe at a first-shell site. An exchange moves the solute by e, toward the vacancy. After a solute jump s the vacancy is at −s, so the next mean displacement is −τs and C = −τ.

From an outside site r, the vacancy must return to the shell before it can exchange. Let h(r) be its mean shell position at first return, with zero entered for no return. Since y is τ times the position on the shell, y(r) = τh(r) outside. Summed over the seven dissociation sites r_k of e, symmetry again leaves a vector along e. This defines F:

Σ_k h(r_k) = 7(1 − F) e.

Now condition on the first jump from e:

(w2 + 4w1 + 7w3) τe = w2 e + w1 τ Σ_rot e′ + w3 τ · 7(1 − F) e.

The four rotated positions add to (2,2,0) = 2e. Comparing coefficients of e,

τ(w2 + 4w1 + 7w3) = w2 + 2w1τ + 7(1 − F)w3τ.

Moving the τ terms to the left gives

τ(w2 + 2w1 + 7F w3) = w2.

With

H = 2w1 + 7F w3,

we have C = −w2/(w2 + H). Then 1 + C = H/(w2 + H) and 1 − C = (2w2 + H)/(w2 + H), so

f2 = H/(2w2 + H) = (2w1 + 7F w3)/(2w2 + 2w1 + 7F w3).

H is the effective rate at which the vacancy loses its memory of direction. Four rotations contribute only 2w1 because each turns the vacancy through 60° and keeps half of the original direction. Likewise F is not simply the probability of never returning: a return to a different shell site also removes part of the memory.

**4. The escape fraction**

F depends on the walk outside the shell, hence on the single ratio x = w4/w0. Take the x component of h, and call its values h2 at (2,0,0), h3 at (2,1,1), h4 at (1,2,1) and h5 at (2,2,0). It vanishes at (0,2,0). The definition of F becomes

7(1 − F) = h2 + 2h3 + 2h4 + h5.

On the shell, h equals the x coordinate. For r outside, the first-step equation divided by w0 is

Σ_out [h(r′) − h(r)] + x Σ_shell [h(r′) − h(r)] = 0,

where the sums run over nearest neighbours of r outside and on the shell. Define the source q(r) = Σ_12 [h(r) − h(r′)], with all twelve neighbours included. Splitting x into 1 + (x − 1) gives

q(r) = (x − 1) Σ_shell [h(r′) − h(r)].

Counting shell neighbours and adding their x coordinates yields

q2 = (x − 1)(4 − 4h2)
q3 = (x − 1)(2 − 2h3)
q4 = (x − 1)(1 − 2h4)
q5 = (x − 1)(1 − h5).

All more distant sources vanish. At the origin set h = 0; its source is zero because h is odd. At (1,1,0), the neighbours are the origin, four shell sites whose x coordinates sum to 2, and the seven outside sites. Hence

q1 = 12 − 0 − 2 − 7(1 − F) = 3 + 7F.

It remains to find q1. The lattice Green function is

G(r) = ⟨cos(k·r)/ε(k)⟩,
ε = 12 − 4(c_x c_y + c_y c_z + c_z c_x),

with c_i = cos k_i and the average taken over −π < k_i ≤ π. Applying the twelve-neighbour difference multiplies cos(k·r) by ε, which leaves a unit source at the origin. Since h vanishes at infinity, h(r) = Σ G(r − r′)q(r′).

Group the sources into five orbits. On each, u_α = +1 for positive x and −1 for negative x; sites with x = 0 are omitted. With û_α = Σ u_α sin(k·r) and n_α the number of sites,

û1 = 4 sin k_x (c_y + c_z), n1 = 8
û2 = 2 sin 2k_x, n2 = 2
û3 = 8 sin 2k_x c_y c_z, n3 = 8
û4 = 8 sin k_x (cos 2k_y c_z + c_y cos 2k_z), n4 = 16
û5 = 4 sin 2k_x (cos 2k_y + cos 2k_z), n5 = 8.

Multiply the expression for h by u_α and sum over the orbit. In cos[k·(r − r′)] only the product of sines survives, because u_α is odd. Therefore

h_α = Σ_β g_αβ q_β,  g_αβ = ⟨û_α û_β/ε⟩/n_α.

With h1 = 1 and the expressions above for q2 to q5, these are five linear equations for q1, h2, h3, h4 and h5.

On a uniform k mesh, the integrand needs a value at k = 0 and at the equivalent point (π,π,π). Near k = 0, û_α → m_α k_x and ε → 4k², where m = (8, 4, 16, 16, 16) is the sum of |x| over each orbit. The cubic average of k_x²/k² is 1/3, so the value to insert is m_α m_β/12.

The form of the solution follows from Cramer's rule. Four columns of the matrix, those of h2 to h5, are linear in x, so its determinant is a quartic. The numerator for q1 could have degree five, but its highest coefficient vanishes: the leading part of the inserted column is a combination of the leading parts of the other four. Evaluation gives

7(1 − F) = x(10.0x³ + 180.3x² + 924.3x + 1338.1) / (2.0x⁴ + 40.1x³ + 253.3x² + 596.0x + 435.3).

Three cases fix its meaning.

For x → 0, a dissociated vacancy does not return, and 7F = 7.

For x → ∞, it returns at once. Averaging over the available shell sites gives h2 = h3 = h5 = 1 and h4 = 1/2, so 7(1 − F) = 1 + 2 + 1 + 1 = 5 and 7F = 2. Then H = 2(w1 + w3): dissociation followed by immediate return acts as additional rotation.

For x = 1, only q1 remains, so 1 = g11 q1 and 7F = 1/g11 − 3. If all five rates are equal,

f0 = (2 + 7F)/(4 + 7F) = (1 − g11)/(1 + g11).

The value g11 = 0.12268 gives 7F = 5.151 and f0 = 0.7815, the self-diffusion correlation factor.

**5. Diffusivity and rate-limiting regimes**

The solute jumps at the total rate Γ = 12 p1 w2, with s² = a²/2. From ⟨R²⟩ = 6D2 t,

D2 = Γ s² f2/6 = a² p1 w2 f2 = a² c_v (w4/w3) w2 f2.

Thus exchange, rotation and dissociation rates alone do not determine D2. Association enters through the vacancy population, and w4/w0 enters through F.

Substituting f2 and inverting,

1/D2 = [1/(a² p1)] (1/w2 + 2/H).

Since p1 w3 = c_v w4, this can be written

1/D2 = 1/D_ex + 1/(D_rot + D_dis),

D_ex = a² c_v (w4/w3) w2
D_rot = a² c_v (w4/w3) w1
D_dis = a² c_v w4 (7F/2).

Exchange is in series with two parallel ways of reorienting the vacancy.

*Exchange-limited:* 2w2 ≪ H. The vacancy loses its direction before exchanging again, f2 → 1 and D2 → D_ex.

*Rotation-limited:* 2w2 ≫ H and 2w1 ≫ 7F w3. The pair exchanges back and forth until a rotation lets it advance, and D2 → D_rot. If w3 → 0 at fixed p1, f2 → w1/(w1 + w2): a bound pair migrates by alternating rotation and exchange. If w1 also vanishes, the solute only oscillates and f2 = 0.

*Dissociation-limited:* 2w2 ≫ H and 7F w3 ≫ 2w1. Then D2 → D_dis, from which w3 has cancelled at fixed w4 and w0. Faster dissociation frees the solute sooner but lowers the vacancy population beside it by the same factor. For small x the rate is set by the arrival of new vacancies; for large x, returns of the same vacancy to other shell sites do the work.

The crossover between slow and fast exchange lies at 2w2 = H, where f2 = 1/2. The two reorientation paths are equal at 2w1 = 7F w3.

To measure control away from the limits, differentiate ln D2 while holding w4/w3 and F fixed. The relevant part is ln w2 + ln H − ln(2w2 + H). Its derivative with respect to ln w2 is 1 − 2w2/(2w2 + H) = f2, and with respect to ln H it is 1 − f2. The control shares are therefore

S2 = f2
S1 = (1 − f2) 2w1/H
S3 = (1 − f2) 7F w3/H,

and they sum to one.

For rates w_i = ν exp(−E_i/T) and vacancy formation energy E_f, the activation energy Q = −∂ln D2/∂(1/T) is

Q = E_f − (E3 − E4) + S1E1 + S2E2 + S3(E3 + E_F),

E_F = (d ln F/d ln x)(E4 − E0).

The last term follows from ln x = −(E4 − E0)/T. Because the shares vary with temperature, Q is a local slope; a solute crossing between regimes has a curved Arrhenius plot.

**6. Three solutes in an aluminium-like host**

The host has a = 4.05 Å, vacancy formation energy 0.67 eV with entropy 1 k_B, solvent barrier E0 = 0.60 eV and attempt frequency 10¹³ s⁻¹. These are rough values in the regime of aluminium. At 700 K, k_BT = 0.0603 eV and c_v = 4.08×10⁻⁵. The solute barriers are chosen to reach the three regimes and describe no particular elements. In the order E1, E2, E3, E4 (eV), they are:

- X: 0.60, 0.90, 0.60, 0.60
- R: 0.45, 0.30, 0.68, 0.58
- S: 0.80, 0.30, 0.62, 0.57

For R, x = 6.671×10⁸/4.788×10⁸ = 1.393 and 7F = 4.767. Then, in s⁻¹,

H = 2(5.756×10⁹) + 4.767(1.271×10⁸) = 1.212×10¹⁰

f2 = 1.212×10¹⁰/(13.84×10¹⁰ + 1.212×10¹⁰) = 0.0805.

With a = 4.05×10⁻⁸ cm and w4/w3 = 5.25,

D2 = (4.05×10⁻⁸)² (4.079×10⁻⁵)(5.25)(6.920×10¹⁰)(0.0805)
= 1.96×10⁻⁹ cm²/s = 1.96×10⁻¹³ m²/s.

Omitting correlation would give 2.43×10⁻⁸ cm²/s, twelve times too much. Rotation has a control share of 0.87, and D_rot = 2.02×10⁻⁹ cm²/s lies 3% above the full result: the parallel dissociation path adds 5%, and the exchange step in series removes 8%.

For X, f2 = 0.998 and D2 = 2.21×10⁻¹³ cm²/s, essentially D_ex. For S, f2 = 0.0115 and D2 = 1.22×10⁻¹⁰ cm²/s. This slightly exceeds D_dis = 1.20×10⁻¹⁰ cm²/s because the weak rotation path acts in parallel. R and S have the same exchange barrier and rate, yet differ in D2 by a factor of 16, of which 7.0 comes from f2 and 2.3 from w4/w3. The host self-diffusivity is 2.50×10⁻¹¹ cm²/s.

The activation energies are 1.57, 1.02 and 1.25 eV for X, R and S. In one hour the root-mean-square displacement along one axis, √(2D2t), is about 400, 37 500 and 9400 nm.

An independent calculation treats one solute and one vacancy in a periodic cell, without F or the cosine series. Let i be a vacancy position relative to the solute, δ_ij the solute displacement along x in a jump i → j, and g_i a function satisfying

Σ_j w_ij (δ_ij + g_j − g_i) = 0.

The solute coordinate plus g then has zero mean drift from every state, so its increments are uncorrelated. Since g is bounded, the long-time variance gives

D2 = ½ Σ_ij p_i w_ij (δ_ij + g_j − g_i)².

Here w_ij is the rate of the jump i → j. The equilibrium weights p_i, scaled to the dilute limit, are c_v w4/w3 on the first shell and c_v elsewhere.

Cells of 6912 and 16 384 lattice sites were extrapolated linearly in the inverse number of sites. For X, R and S they give f2 = 0.99807, 0.08051 and 0.01147, equal to the formula to the digits shown.

**7. Use for real metals**

At 700 K aluminium is solid, at roughly three quarters of its melting temperature. The host parameters are ordinary for it, but an exchange barrier of 0.30 eV, half the host value, was chosen low in order to reach the fast-exchange regimes. The three diffusivities are therefore illustrations of regimes, not predictions for alloys.

Real solutes break the assumption of one dissociation rate. Suppose the saddle between first- and second-neighbour sites is lowered by 0.05 eV, with all site energies and other saddles fixed. Both directions of that jump speed up by exp(0.05/0.0603) = 2.3. The periodic-cell calculation then multiplies D2 by 1.000 for X, 1.014 for R and 1.29 for S. Distinct dissociation barriers thus matter most for S among these three; when they differ appreciably, the cell equations should be solved with the individual rates.

The other neglected effects have these sizes at 700 K:

- Shells one to four contain 54 sites. If solutes are placed at random, these sites hold on average 0.054 other solutes at 0.1 at.% and 0.54 at 1 at.%. At the higher concentration many solutes have another nearby, and the isolated-solute picture can no longer be taken for granted.
- For an assumed binding energy of 0.20 eV there are 0.0067 divacancies per single vacancy. Their share of transport also depends on their mobility, which is not calculated here.
- The leading tunnelling correction, (hν/k_BT)²/24 for a barrier frequency equal to ν, is 2% of a rate.
- The fastest jump rate is 0.7% of the attempt frequency. This separation supports jumps without memory but does not prove it.

Errors in the barriers can outweigh several of these effects. In the exchange- or rotation-limited regime, 0.05 eV in E2 or E1 respectively changes D2 by a factor of 2.3 when the other barriers are fixed; this is the limiting value, and R, with S1 = 0.87, gives about 2.0. The same limiting factor follows from 0.05 eV in E3 − E4 at fixed E1 and E2. An error in the energy of the bound site alone, with every saddle fixed, is different: it shifts E1, E2 and E3 together, leaves f2 and (w4/w3)w2 unchanged, and cancels from D2. In the dissociation-limited regime the controlling energy is that of the common dissociation saddle, which shifts E3 and E4 together; the change is then smaller than 2.3, because F falls as w4/w0 rises. To see which saddle deserves the most careful calculation, compare S1, S2 and S3(1 + d ln F/d ln x): the extra factor is needed because moving the common dissociation saddle also changes w4/w0, and with it F. The remainder, −S3 d ln F/d ln x, belongs to the host saddle E0; it is 0.25 for S, larger than S1 or S2 there, but always smaller than the dissociation term, because d ln F/d ln x stays above −0.29. The comparison assumes one common dissociation saddle. The full set of values is in the numerical output below.

Values computed for the example and the checks

```
7(1-F) numerator, x^4..x^1: 10.0 180.3 924.3 1338.1
7(1-F) denominator, x^4..x^0: 2.0 40.1 253.3 596.0 435.3
7F at w4/w0 = 0.1: 6.7121
7F at w4/w0 = 1: 5.1513
7F at w4/w0 = 10: 2.7972
7F for w4/w0 to infinity: 2.0000
Green constant g11: 0.12268
self-diffusion correlation factor f0: 0.78145
largest relative deviation, cells vs formula: 2.0e-06
T = 700 K, kT = 0.06032 eV, a = 4.05 angstrom
attempt frequency: 1.0e+13 1/s
vacancy formation: 0.67 eV, entropy 1.0 k_B
vacancy site fraction c_v: 4.079e-05
host self-diffusivity: 2.503e-11 cm2/s
Columns: X exchange-, R rotation-, S dissociation-limited
barrier E0 (eV): 0.60  0.60  0.60
barrier E1 (eV): 0.60  0.45  0.80
barrier E2 (eV): 0.90  0.30  0.30
barrier E3 (eV): 0.60  0.68  0.62
barrier E4 (eV): 0.60  0.58  0.57
rate w0 (1/s): 4.788e+08  4.788e+08  4.788e+08
rate w1 (1/s): 4.788e+08  5.756e+09  1.739e+07
rate w2 (1/s): 3.313e+06  6.920e+10  6.920e+10
rate w3 (1/s): 4.788e+08  1.271e+08  3.437e+08
rate w4 (1/s): 4.788e+08  6.671e+08  7.874e+08
w4/w0: 1.0000  1.3931  1.6443
7F: 5.1513  4.7668  4.5693
mean cosine, from cells: -0.0010  -0.8510  -0.9773
f2, formula: 0.99807  0.08051  0.01147
f2, from cells: 0.99807  0.08051  0.01147
D2 (cm2/s): 2.212e-13  1.956e-09  1.216e-10
D_ex (cm2/s): 2.217e-13  2.429e-08  1.060e-08
D_rot (cm2/s): 3.203e-11  2.021e-09  2.665e-12
D_dis (cm2/s): 8.251e-11  1.064e-10  1.203e-10
share of rotation: 0.0005  0.8735  0.0214
share of exchange: 0.9981  0.0805  0.0115
share of dissociation: 0.0014  0.0460  0.9671
activation energy (eV): 1.5694  1.0187  1.2478
sqrt(2 D2 t), t = 1 h (nm): 399  37527  9357
Neglected effects:
D2 factor, 1-2 shell saddle lower by 0.05 eV: 1.000  1.014  1.291
sites in shells 1 to 4: 54
mean other solutes there at 0.1 at.%: 0.054
divacancies per vacancy, binding 0.20 eV: 6.74e-03
tunnelling correction to a rate (Wigner): 0.0196
fastest jump rate / attempt frequency: 6.92e-03
```
